# Travelling-Wave Brillouin Gain and the Vacuum Coupling of a Ring Cavity

A waveguide that amplifies light by Brillouin scattering can be closed into a ring, where the same interaction is described by a vacuum optomechanical coupling rate \(g_0\). The two descriptions are related by

\[
g_0^2=\frac{v_pv_s\,\hbar\omega_p\,\Omega}{4}\,\frac{G}{L\,Q_m}. \tag{1}
\]

Here \(\omega_p\) is the angular frequency of the pump, \(v_p\) and \(v_s\) are the group velocities of the pump and Stokes modes, \(\Omega\) is the angular frequency of the phonon, \(Q_m\) its quality factor and \(L\) the circumference of the ring. The peak gain coefficient \(G\), in W\(^{-1}\)m\(^{-1}\), is defined by \(dP_s/dz=GP_pP_s\) for the powers of the two waves, before linear loss is added. The coupling \(g_0\) is an angular frequency. If the group velocities are nearly equal, \(v_p\simeq v_s=v_g\), then at fixed \(\omega_p\) and \(\Omega\) the coupling squared scales as \(v_g^2G/(LQ_m)\).

The phonon energy decays at the rate \(\Gamma=\Omega/Q_m\), which is also the full width at half maximum of a homogeneous mechanical line. The guide is taken to be uniform, phase matched and active all round the ring, with \(\Omega\ll\omega_p\) and an undepleted pump.

Let \(a_p(z,t)\), \(a_s(z,t)\) and \(b(z,t)\) be slowly varying envelopes, normalised so that \(|a_p|^2\), \(|a_s|^2\) and \(|b|^2\) are numbers of quanta per unit length. A density \(|a|^2\) moving at the group velocity carries the power

\[
P=\hbar\omega v|a|^2. \tag{2}
\]

A pump photon can turn into a Stokes photon and a phonon if \(\omega_p-\omega_s=\Omega\) and the wavevectors balance. In the frame rotating at the three carrier frequencies, this process and its reverse are described by

\[
H_{\rm int}=\hbar\tilde g\int dz\,\left(a_p^\dagger a_s b+b^\dagger a_s^\dagger a_p\right), \tag{3}
\]

where \(\tilde g\) has the unit m\(^{1/2}\)s\(^{-1}\) and is made real by a choice of phase. The commutator \([a(z),a^\dagger(z')]=\delta(z-z')\) gives each equation of motion. With propagation and phonon damping added, and with amplitudes replacing operators,

\[
(\partial_t+v_s\partial_z)a_s=-i\tilde g\,a_pb^*,\qquad
(\partial_t+v_b\partial_z)b=-\frac{\Gamma}{2}b-i\tilde g\,a_s^*a_p. \tag{4}
\]

The damping coefficient is \(\Gamma/2\) because an energy decaying at \(\Gamma\) belongs to an amplitude decaying at half that rate. The coordinate \(z\) is measured along the direction in which the Stokes wave travels.

In the steady state the time derivatives vanish. If a phonon decays over a distance much shorter than the gain length, \(v_b\partial_zb\) is negligible beside \(\Gamma b/2\), and

\[
b=-\frac{2i\tilde g}{\Gamma}a_s^*a_p,\qquad
b^*=+\frac{2i\tilde g}{\Gamma}a_sa_p^*. \tag{5}
\]

Substitution in the Stokes equation gives a positive coefficient, since \((-i)(2i)=2\):

\[
\frac{da_s}{dz}=\frac{2\tilde g^2}{v_s\Gamma}|a_p|^2a_s. \tag{6}
\]

The power grows at twice the amplitude rate. Replacing \(|a_p|^2\) by \(P_p/(\hbar\omega_pv_p)\) then yields

\[
\frac{dP_s}{dz}=\frac{4\tilde g^2}{v_s\Gamma}\frac{P_p}{\hbar\omega_pv_p}P_s,
\qquad
G=\frac{4\tilde g^2}{v_pv_s\hbar\omega_p\Gamma}. \tag{7}
\]

One velocity comes from the density of pump photons at a given power, the other from the time that the Stokes wave spends in each unit of length.

The energy balance agrees with this. The phonons dissipate \(\hbar\Omega\Gamma|b|^2=4\hbar\Omega\tilde g^2|a_s|^2|a_p|^2/\Gamma\) per unit length, while the Stokes power rises by \(4\hbar\omega_s\tilde g^2|a_s|^2|a_p|^2/\Gamma\). Their ratio is \(\Omega/\omega_s\), as it must be when each new Stokes photon comes with one phonon.

In the ring, one travelling mode of each field is excited. A uniform mode containing \(|A|^2\) quanta has the density \(|A|^2/L\), so that

\[
a_p=\frac{A_p}{\sqrt L},\qquad a_s=\frac{A_s}{\sqrt L},\qquad b=\frac{B}{\sqrt L}. \tag{8}
\]

The integral in Eq. (3) contributes a factor \(L\) and the three amplitudes a factor \(L^{-3/2}\). Therefore

\[
H_{\rm int}=\hbar g_0(A_p^\dagger A_sB+B^\dagger A_s^\dagger A_p),\qquad
g_0=\frac{\tilde g}{\sqrt L}. \tag{9}
\]

Equation (7) gives \(\tilde g^2=v_pv_s\hbar\omega_p\Gamma G/4\). Division by \(L\) and use of \(\Gamma=\Omega/Q_m\) produce Eq. (1).

The appearance of \(Q_m\) in the denominator does not mean that a better mechanical resonator has a weaker vacuum coupling. By Eq. (7), \(G\) is proportional to \(Q_m\) at fixed \(\tilde g\), so \(G/Q_m\) removes the damping from the measured gain. Likewise, \(G\) contains \(1/(v_pv_s)\), and the prefactor in Eq. (1) removes it. If a change of design slows the light without changing \(\tilde g\), the gain rises and \(g_0\) stays the same. The length is different: a shorter ring concentrates each quantum and raises \(g_0\) as \(L^{-1/2}\).

The relation can be checked without assuming a common Hamiltonian, by calculating the shift of the optical resonances and the force of light on matter separately. Consider a guide of uniform refractive index \(n\), with the electric field transverse to the propagation direction. Let the displacement be \(u=\phi(x)[UBe^{i(Kz-\Omega t)}+{\rm c.c.}]\), and let it change the relative permittivity by \(\chi u\). For mass density \(\rho\), the kinetic energy averaged over a cycle is \(\rho\Omega^2U^2|B|^2\int\phi^2dV\). The total is twice this and must equal \(\hbar\Omega|B|^2\). With \(S_\phi=\int\phi^2dS\) over the cross-section,

\[
U^2=\frac{\hbar}{2\rho\Omega LS_\phi}. \tag{10}
\]

Let \(e_p\) and \(e_s\) be the transverse mode shapes, \(S_j=\int e_j^2dS\), \(I=\int e_pe_s\phi\,dS\) and \(O^2=I^2/(S_pS_s)\). Maxwell's equations have \(n^2\omega^2\) as their eigenvalue, so a small permittivity change \(\delta\epsilon\) gives a frequency change of magnitude \(\omega\,\delta\epsilon/(2n^2)\). The same factor multiplies the matrix element between two nearly degenerate modes. Hence, to first order,

\[
g_0=\frac{\omega\chi U|O|}{2n^2},\qquad
g_0^2=\frac{\hbar\omega^2\chi^2O^2}{8n^4\rho\Omega LS_\phi}. \tag{11}
\]

For the gain, let the fields be \(E_pe_p\cos\theta_p\) and \(E_se_s\cos\theta_s\). The interaction energy density \(-\epsilon_0\chi uE^2/2\) gives a force density \(\epsilon_0\chi E^2/2\), whose part at the beat frequency is \(\epsilon_0\chi E_pE_se_pe_s\cos\theta/2\), with \(\theta=\theta_p-\theta_s=Kz-\Omega t\). Projection on \(\phi\) gives a driving acceleration \(F\cos\theta\), and the resonant response is

\[
u=-\phi\frac{F}{\Gamma\Omega}\sin\theta,\qquad
F=\frac{\epsilon_0\chi E_pE_sI}{2\rho S_\phi}. \tag{12}
\]

The displacement and the pump create the polarisation \(\epsilon_0\chi uE_pe_p\cos\theta_p\). The power it gives to the Stokes field is minus the average of the field times the rate of change of polarisation, or equally the average of the polarisation times the rate of change of the field, \(\omega_sE_se_s\sin\theta_s\). The average of \(-\sin(\theta_p-\theta_s)\cos\theta_p\sin\theta_s\) is \(1/4\), so

\[
\frac{dP_s}{dz}=\frac{\epsilon_0\chi\omega_sE_pE_sIF}{4\Gamma\Omega}
=\frac{\epsilon_0^2\chi^2\omega_sE_p^2E_s^2I^2}{8\rho S_\phi\Gamma\Omega}. \tag{13}
\]

Each power is the stored energy per unit length times the group velocity, \(P_j=\epsilon_0n^2v_jE_j^2S_j/2\). Division by \(P_pP_s\) leaves

\[
G=\frac{\omega_s\chi^2O^2}{2n^4\rho S_\phi\Gamma\Omega v_pv_s}. \tag{14}
\]

Multiplying this by \(v_pv_s\hbar\omega_p\Gamma/(4L)\) gives Eq. (11), apart from replacing \(\omega_s\) by \(\omega_p\), a relative change \(\Omega/\omega_p\).

A numerical test used a parallel-plate guide of index 3 at 1550 nm and 6 GHz, with mechanical quality factors of 20 and 40. Diagonalising Maxwell's equations gave \(g_0\). The optical force, a time-integrated oscillator and the work on the Stokes field gave \(G\). For three two-mode cases and one single-mode case, the ratio of the two values of \(g_0^2\) lay between 0.99994 and 1.00016. With both group velocities replaced by \(c/n\), it fell to between 0.563 and 0.862. The velocities in Eq. (1) are therefore group velocities. The index in this test did not depend on frequency; in a dispersive material such as silicon, the group velocities must include the material dispersion as well as the waveguide dispersion.

The ring must also reach its oscillation threshold where the travelling-wave gain balances the loss. Let the Stokes mode have energy decay rate \(\kappa\), and let the pump contain \(N\) photons. With a real pump amplitude,

\[
\dot A_s=-\frac{\kappa}{2}A_s-ig_0\sqrt N\,B^*,\qquad
\dot B^*=-\frac{\Gamma}{2}B^*+ig_0\sqrt N\,A_s. \tag{15}
\]

For solutions proportional to \(e^{\lambda t}\),

\[
\left(\lambda+\frac{\kappa}{2}\right)\left(\lambda+\frac{\Gamma}{2}\right)=g_0^2N. \tag{16}
\]

The larger root passes through zero when \(4g_0^2N/(\kappa\Gamma)=1\). Now put \(\kappa=\alpha v_s\), where \(\alpha\) is the power loss per unit length, and \(N=P_pL/(\hbar\omega_pv_p)\). Equation (1) gives

\[
\frac{4g_0^2N}{\kappa\Gamma}
=\frac{v_pv_s\hbar\omega_p\Gamma G}{L\,\alpha v_s\Gamma}\,
\frac{P_pL}{\hbar\omega_pv_p}
=\frac{GP_p}{\alpha}. \tag{17}
\]

Threshold is thus \(GP_p=\alpha\), provided that a Stokes resonance is tuned to the gain peak, as Eq. (15) assumes. No ordering of \(\kappa\) and \(\Gamma\) was assumed, so the result also holds when light leaves the ring faster than the phonons decay.

Strongly damped phonons may die long before they could travel round the ring, yet the collective description survives. Divide the ring into \(M\) short cells with independent phonons, each coupled to the light with squared strength \(g_0^2N/M\). If a fraction \(f\) of the cells is active, elimination of their amplitudes gives

\[
\lambda+\frac{\kappa}{2}
=\sum_{j=1}^{fM}\frac{g_0^2N/M}{\lambda+\Gamma/2}
=\frac{fg_0^2N}{\lambda+\Gamma/2}. \tag{18}
\]

For \(f=1\) this is Eq. (16). For a partly active ring whose phonons decay over a distance much shorter than the active part, \(g_0^2\) is multiplied by \(f\), if \(G\) is the local gain of the active part, and the threshold power by \(1/f\). A phonon mode that extends coherently round the whole ring is different: if all active parts contribute in phase, the integral in Eq. (3) is multiplied by \(f\), and \(g_0^2\) by \(f^2\). Phase slips between separate active parts can lower the coupling further.

A standing-wave cavity needs a different overlap. For backward scattering between mirrors a distance \(L\) apart, each standing mode is an equal superposition of two travelling waves with amplitudes \(1/\sqrt2\). Two combinations conserve wavevector, and each contains three such factors. If the phonon's standing wave is placed so that the two contributions add in phase, the coupling is \(2(1/\sqrt2)^3=1/\sqrt2\) of the ring value, and the right side of Eq. (1) is halved for this geometry. Phonons damped too strongly to reach the mirrors give the same halving, because the two contributions then add as squares, \(1/4+1/4\).

Another important case has one optical mode and the interaction \(\hbar g_0A^\dagger A(B+B^\dagger)\). The corresponding waveguide scatters forward within one optical branch, and the pump couples to Stokes and anti-Stokes waves through the same phonon. Suppose that \(\tilde g\) is unchanged between the small phonon wavevector used in the guide and the zero wavevector used in the ring. With \(a_p\) real, \(v\) the common group velocity and \(\gamma=2\tilde g^2a_p^2/(v\Gamma)=GP_p/2\), eliminating the phonon gives

\[
\frac{da_s}{dz}=\gamma(a_s+a_{as}^*),\qquad
\frac{da_{as}^*}{dz}=-\gamma(a_s+a_{as}^*). \tag{19}
\]

The sum \(a_s+a_{as}^*\) is constant. If no anti-Stokes wave is injected, it equals \(a_s(0)\), and

\[
P_s(z)=P_s(0)\left(1+\frac{GP_pz}{2}\right)^2. \tag{20}
\]

The initial slope is still \(GP_pP_s\), and Eq. (1) remains valid with \(G\) defined by that slope. The later growth is not exponential. At \(GP_pz=2\), numerical propagation of the modulated field gave a Stokes power ratio of 4.0000, whereas exponential growth would give 7.389. Fitting an exponential to such data would give the wrong \(G\).

For a worked example, take a suspended silicon racetrack in which light scatters between two spatial modes near 1550 nm. The parameters are rough typical values: a 6.0 GHz phonon, \(Q_m=500\), \(G=400\) W\(^{-1}\)m\(^{-1}\), \(L=4.0\) cm, and group indices 4.0 and 4.2. The group velocities are \(7.495\times10^7\) and \(7.138\times10^7\) m/s, the photon energy is \(1.2816\times10^{-19}\) J, and \(\Gamma/2\pi=12.00\) MHz, or \(\Gamma=7.540\times10^7\) s\(^{-1}\). Equation (1) gives

\[
\begin{aligned}
g_0^2&=\frac{(7.495\times10^7)(7.138\times10^7)(1.2816\times10^{-19})(7.540\times10^7)(400)}{4(0.040)}\\
&=1.292\times10^8\ {\rm s^{-2}}.
\end{aligned} \tag{21}
\]

The result is \(g_0=1.137\times10^4\) rad/s, or \(g_0/2\pi=1.81\) kHz. A ring one hundred times shorter, with the same \(G\), \(Q_m\) and mode properties, would have ten times this coupling.

A propagation loss of 0.2 dB/cm corresponds to \(\alpha=4.605\) m\(^{-1}\). If loss through the coupler is neglected, the threshold power inside the ring is \(4.605/400=11.5\) mW, which represents \(4.79\times10^7\) pump photons. A coupler that removes as much Stokes light as the propagation loss would double this power. An eigenvalue calculation with 40 independent phonon cells gave the same threshold. One pump photon gives a cooperativity \(4g_0^2/(\kappa\Gamma)\) of only \(2.09\times10^{-8}\); the large photon number compensates for the weak vacuum coupling. Without coupler loss the optical linewidth is 52.3 MHz, larger than the phonon linewidth but much smaller than the Stokes free spectral range of 1.78 GHz, so a single Stokes resonance can be considered.

These parameters lie in the regime of silicon Brillouin lasers: centimetre-scale suspended racetracks, phonons of a few gigahertz and mechanical quality factors of several hundred. Real racetracks depart from the assumption of a uniform active guide, for example in bends that are not phase matched. If 80% of the ring were active, \(g_0/2\pi\) would be 1.62 kHz and the threshold 14.4 mW. Uneven power round the ring matters less here. Suppose that both modes travel the same way, lose power as \(e^{-\alpha z}\) with \(\alpha L=0.184\), and are restored at one point. The integral of the product of the two normalised photon densities then rises by about \((\alpha L)^2/12\), or 0.28%, but the Stokes growth does not follow it. The logarithmic gain in one round trip is set by the mean pump power alone, so at a given number of pump photons the effective \(g_0^2\) is that of the uniform ring.

Silicon also absorbs light nonlinearly. With a rough two-photon coefficient of 0.50 cm/GW and a mode area of 0.3 µm\(^2\), the pump at threshold causes a Stokes loss of 0.384 m\(^{-1}\). This includes the factor 2 for absorption of a weak wave beside a strong one and assumes full mode overlap. It is a rough estimate and not an upper bound, because slow light raises the local intensity of each mode, at a given power, by the ratio of its group index to the group index of bulk silicon, about 3.6. For light confined wholly in silicon this raises the two-photon loss by a factor of about 1.3 at these group indices. The figures that follow leave this factor out. A carrier lifetime of 5 ns then gives a density of \(1.4\times10^{14}\) cm\(^{-3}\), and an absorption cross-section of \(1.5\times10^{-17}\) cm\(^2\) gives a further 0.215 m\(^{-1}\). These losses do not alter \(g_0\), but they offset part of the Brillouin gain and so raise the threshold above \(\alpha/G\). If the Brillouin gain \(GP_p\) less these two nonlinear losses, divided by \(P_p\), were inserted for \(G\), the inferred \(g_0\) would be 6.7% below the true value, or about 9% if the slow-light enhancement is included in both losses.

Variations in waveguide width can cause an error of the opposite sign, because they spread the phonon frequency along the guide. A homogeneous line has \(G(\Delta)=G/(1+4\Delta^2/\Gamma^2)\), where \(\Delta\) is the angular detuning, and its area is \(\pi G\Gamma/2\). Static disorder shifts the local lines without changing their summed area. The coupling of the corresponding ordered ring therefore follows from

\[
g_0^2=\frac{v_pv_s\hbar\omega_p}{2\pi L}\int G(\Delta)\,d\Delta, \tag{22}
\]

whereas peak gain times measured width overestimates it for a Gaussian or uniform spread of frequencies, and can underestimate it if the line splits into resolved peaks. For a broad Gaussian distribution, the area is peak times width times \(\sqrt{\pi/(4\ln2)}\). The overestimate of \(g_0^2\) is then \((\pi/2)/\sqrt{\pi/(4\ln2)}=\sqrt{\pi\ln2}\), and that of \(g_0\) is a factor 1.21. In the example, a 1 nm rms variation on a 3 µm width, with frequency taken inversely proportional to width, gives a spread of 2.00 MHz rms and an overestimate of \(g_0\) by 2.2%, provided that the width varies slowly over the phonon decay length. Moving phonons partly average out faster variations, which makes the overestimate smaller.

The remaining corrections are small for these parameters. The phonon in this example moves mainly across the guide, so its group velocity along the guide should be well below the speed of bulk longitudinal sound in silicon, 8400 to 9400 m/s. With 8000 m/s as a cautious value, phonons travel 106 µm before their energy falls by a factor \(e\). In a guide without optical loss, a Stokes amplitude growing at half its power gain rate \(g\) adds \(v_bg/2\) to \(\Gamma/2\) in the phonon equation. The gain then falls by about \(v_bg/\Gamma\), or 0.049% at the pump power used here, if the phonons travel with the Stokes wave, and rises by as much if they travel against it. In a uniformly pumped ring at threshold this correction vanishes, because loss cancels the growth of the Stokes wave. An effective-index difference of 0.1 between the optical modes gives an anti-Stokes phase mismatch of \(3.2\times10^4\) rad around the ring, which justifies the single-sideband treatment. At 300 K the phonon mode contains about 1040 thermal quanta. They add noise but do not enter \(g_0\), which is set by the zero-point motion. The numerical output lists the main input values and results of the example.

## Numbers as computed

```
MICROSCOPIC TEST: g0^2(Maxwell) / g0^2(from gain)
two modes, base: 1.00009; with c/n instead: 0.563
two modes, 2L, 2Q: 1.00009; with c/n instead: 0.563
two modes, other v: 1.00016; with c/n instead: 0.756
one optical mode: 0.99994; with c/n instead: 0.862
g0^2 ratio, L to 2L: 2.0000
G ratio, 2Q to Q: 2.0000
one-mode Stokes power growth at GPz=2: 4.0000
exponential growth would give: 7.389
EXAMPLE: silicon racetrack
wavelength: 1550 nm
photon energy: 1.2816e-19 J
phonon frequency: 6.0 GHz
mechanical Q: 500
gain G: 400 1/(W m)
ring length: 4.0 cm
group indices: 4.0, 4.2
group velocities: 7.4948e+07, 7.1379e+07 m/s
phonon linewidth Gamma/2pi: 12.00 MHz
g0^2: 1.2923e+08 rad^2/s^2
g0: 1.1368e+04 rad/s
g0/2pi: 1.809 kHz
propagation loss: 0.2 dB/cm = 4.605 1/m
optical linewidth kappa/2pi: 52.32 MHz
free spectral range, Stokes: 1.784 GHz
threshold power alpha/G: 11.513 mW
threshold power, eigenvalues: 11.513 mW
pump photons at threshold: 4.794e+07
one-photon cooperativity: 2.086e-08
NEGLECTED EFFECTS
active fraction 0.8: threshold 14.391 mW
  g0/2pi becomes 1.618 kHz
two-photon coefficient: 0.50 cm/GW
mode area: 0.3 um2
carrier lifetime: 5 ns
carrier cross-section: 1.5e-17 cm2
Stokes two-photon loss: 0.384 1/m
carrier density: 1.44e+14 cm^-3
free-carrier loss: 0.215 1/m
g0 too low if net gain is used: 6.7 %
width disorder: 1 nm rms on 3 um
frequency spread: 2.00 MHz rms
apparent/true g0, this disorder: 1.0222
apparent/true g0, Gaussian limit: 1.214
g0/2pi from gain area: 1.809 kHz
phonon speed (upper estimate): 8000 m/s
phonon decay length: 106.1 um
gain drop from phonon motion: 0.0488 %
round-trip loss alpha L: 0.184
g0^2 change from uneven power: 0.28 %
effective-index difference: 0.1
anti-Stokes mismatch 2KL: 3.24e+04 rad
thermal phonons at 300 K: 1041
```
